# How stress-free strain biases the polarization direction in cubic ferroelectrics

**Q.** A crystal under no stress has nothing pushing on it. How can its strain have any say in where the polarization points?

**A.** Zero stress does not mean zero strain. The polarization deforms the lattice, and the deformation acts back on the polarization. To see what remains after the lattice has settled, write the energy density for homogeneous polarization $\mathbf P$ and homogeneous strain, measured from the cubic (m-3m) parent. Take short-circuited electrodes, so there is no macroscopic field. Let

$$x=P_1^2+P_2^2+P_3^2,\qquad X=P_1^2P_2^2+P_2^2P_3^2+P_3^2P_1^2 .$$

The energy at zero strain, called the clamped energy, is

$$f_0=ax+b_{11}\sum_iP_i^4+b_{12}X+cx^3,\qquad c>0 .$$

The sixth-order term is taken as isotropic for now. Strain adds an elastic energy and a coupling:

$$f_{\rm el}=\tfrac12C_{11}\sum_{i\le3}\eta_i^2+C_{12}\sum_{i<j\le3}\eta_i\eta_j+\tfrac12C_{44}(\eta_4^2+\eta_5^2+\eta_6^2),$$

$$f_{\rm c}=-\sum_{i\le3}\eta_i\left[q_{11}P_i^2+q_{12}(x-P_i^2)\right]-q_{44}(\eta_4P_2P_3+\eta_5P_3P_1+\eta_6P_1P_2).$$

The shears $\eta_4,\eta_5,\eta_6$ are engineering shears, twice the tensor components. With this sign convention and positive $q_{11}$, polarization along a cube axis stretches the crystal along that axis if the other strains are held at zero.

**Q.** Where in $f_0$ is the preference for a direction? Both quartic terms seem to contain it.

**A.** Squaring $x$ gives $x^2=\sum_iP_i^4+2X$, so $\sum_iP_i^4=x^2-2X$. Put $X=gx^2$, where $g$ depends on direction alone. The quartic energy becomes

$$b_{11}(x^2-2X)+b_{12}X=(B+\Delta g)x^2,\qquad B=b_{11},\quad \Delta=b_{12}-2b_{11}.$$

All the quartic anisotropy is in $\Delta$. For the range of $g$, use

$$x^2-3X=\tfrac12\left[(P_1^2-P_2^2)^2+(P_2^2-P_3^2)^2+(P_3^2-P_1^2)^2\right]\ge0 .$$

Hence $0\le g\le1/3$. The lower end is reached on [100], the tetragonal direction, and the upper end on [111], the rhombohedral one. The orthorhombic direction [110] has $g=1/4$. At fixed $x$, positive $\Delta$ favours [100] and negative $\Delta$ favours [111].

**Q.** You wrote three coupling constants. Six strains and six products $P_iP_j$ could be paired in many more ways.

**A.** Cubic symmetry removes the others. The reflection $P_1\to-P_1$ reverses $\eta_5$, $\eta_6$, $P_3P_1$ and $P_1P_2$. It leaves $\eta_4$, $P_2P_3$ and all normal strains alone. With the two companion reflections, this forbids any pairing of a normal strain with a shear product, of a shear strain with a square $P_i^2$, or of one shear with a different shear product. Cyclic permutation of the axes then gives the three allowed shear pairings one common constant, $q_{44}$.

For the normal strains use the orthonormal combinations

$$e_A=\frac{\eta_1+\eta_2+\eta_3}{\sqrt3},\quad e_\theta=\frac{2\eta_3-\eta_1-\eta_2}{\sqrt6},\quad e_\varepsilon=\frac{\eta_1-\eta_2}{\sqrt2}.$$

The same combinations of $P_1^2,P_2^2,P_3^2$ are $x/\sqrt3$, $Q_\theta$ and $Q_\varepsilon$, with

$$Q_\theta=\frac{2P_3^2-P_1^2-P_2^2}{\sqrt6},\qquad Q_\varepsilon=\frac{P_1^2-P_2^2}{\sqrt2}.$$

Cyclic permutation leaves $e_A$ fixed and turns the pair $(e_\theta,e_\varepsilon)$ by 120° in its own plane. An invariant therefore cannot pair $e_A$ with $Q_\theta$ or $Q_\varepsilon$, nor $x$ with $e_\theta$ or $e_\varepsilon$. Between the two pairs, the turn allows a scalar product and a cross product. Exchange of axes 1 and 2 reverses $e_\varepsilon$ and $Q_\varepsilon$, hence the cross product, which is excluded. One constant remains for volume strain (A1g), one for the pair (Eg) and one for the shears (T2g). The same argument applied to strain times strain leaves three elastic constants.

**Q.** Then show me which combinations of the $C$'s and $q$'s belong to the channels.

**A.** Start with the elastic energy of the normal strains. From $\sum_{i<j}\eta_i\eta_j=\frac12[(\sum\eta_i)^2-\sum\eta_i^2]$ it equals

$$\tfrac12(C_{11}-C_{12})\sum_i\eta_i^2+\tfrac12C_{12}\Big(\sum_i\eta_i\Big)^2 .$$

Orthonormality gives $\sum\eta_i^2=e_A^2+e_\theta^2+e_\varepsilon^2$, while $(\sum\eta_i)^2=3e_A^2$. The coefficient of $\frac12e_A^2$ is $C_{11}-C_{12}+3C_{12}$, so

$$f_{\rm el}=\tfrac12(C_{11}+2C_{12})e_A^2+\tfrac12(C_{11}-C_{12})(e_\theta^2+e_\varepsilon^2)+\tfrac12C_{44}(\eta_4^2+\eta_5^2+\eta_6^2).$$

The normal part of the coupling is $-(q_{11}-q_{12})\sum\eta_iP_i^2-q_{12}x\sum\eta_i$. Orthonormality also preserves scalar products:

$$\sum_i\eta_iP_i^2=\frac{e_Ax}{\sqrt3}+e_\theta Q_\theta+e_\varepsilon Q_\varepsilon .$$

With $\sum\eta_i=\sqrt3\,e_A$, the factor of $-e_Ax$ is $(q_{11}-q_{12})/\sqrt3+\sqrt3\,q_{12}=(q_{11}+2q_{12})/\sqrt3$. The coupling is therefore

$$f_{\rm c}=-\frac{q_{11}+2q_{12}}{\sqrt3}e_Ax-(q_{11}-q_{12})(e_\theta Q_\theta+e_\varepsilon Q_\varepsilon)-q_{44}(\eta_4P_2P_3+\eta_5P_3P_1+\eta_6P_1P_2).$$

**Q.** Deforming a crystal costs elastic energy. Why should the deformation lower the total?

**A.** Each strain coordinate $e$ appears as $\frac12Ke^2-Fe$, where $K$ is its modulus and $F$ the force from the polarization. Completing the square,

$$\tfrac12Ke^2-Fe=\tfrac12K\left(e-\frac FK\right)^2-\frac{F^2}{2K}.$$

For $K>0$ the minimum is at $e=F/K$. There the derivative with respect to strain vanishes, which is the zero-stress condition. The coupling gains $F^2/K$, the lattice pays back half of it, and $F^2/(2K)$ is left. The sign of $F$ does not matter. A rigid lattice, $K\to\infty$, gains nothing. As $K\to0$ the predicted strain grows without limit, and linear elasticity fails before that.

**Q.** Take volume strain first. It is the most obvious deformation, so I would expect it to matter.

**A.** Its force is $F=(q_{11}+2q_{12})x/\sqrt3$ and its modulus is $C_{11}+2C_{12}$. The gain is

$$G_A=\frac{(q_{11}+2q_{12})^2}{6(C_{11}+2C_{12})}\,x^2 .$$

There is no $g$ in it. Volume strain responds to the length of $\mathbf P$ and not to its direction, so it lowers $B$ and leaves $\Delta$ unchanged.

**Q.** And the other two? Each lowers the energy, so how can they pull in different directions?

**A.** They lower it by different amounts in different directions. For Eg I need $Q_\theta^2+Q_\varepsilon^2$. Orthonormality gives $\sum P_i^4=x^2/3+Q_\theta^2+Q_\varepsilon^2$, and the left side is $x^2-2X$. Thus

$$Q_\theta^2+Q_\varepsilon^2=\tfrac23x^2-2X=\tfrac23x^2(1-3g).$$

Multiplication by $(q_{11}-q_{12})^2/[2(C_{11}-C_{12})]$ gives

$$G_E=\frac{(q_{11}-q_{12})^2}{3(C_{11}-C_{12})}(1-3g)x^2 .$$

The three shear forces are $q_{44}P_2P_3$, $q_{44}P_3P_1$ and $q_{44}P_1P_2$. Their squares add up to $q_{44}^2X$, so

$$G_T=\frac{q_{44}^2}{2C_{44}}\,g\,x^2 .$$

At fixed $x$, $G_E$ is largest on [100] and zero on [111], where the three $P_i^2$ are equal and nothing distinguishes the axes. $G_T$ is zero on [100], where every product of two different components vanishes, and largest on [111]. On [110] the Eg gain is one quarter of its maximum and the T2g gain three quarters of its own.

Subtracting all gains from $(B+\Delta g)x^2$ gives the stress-free coefficients

$$B^*=B-\frac{(q_{11}+2q_{12})^2}{6(C_{11}+2C_{12})}-\frac{(q_{11}-q_{12})^2}{3(C_{11}-C_{12})},$$

$$\Delta^*=\Delta+\frac{(q_{11}-q_{12})^2}{C_{11}-C_{12}}-\frac{q_{44}^2}{2C_{44}} .$$

The positive Eg term in $\Delta^*$ comes from $-G_E$, whose $g$-dependent part is $+3g$ times the prefactor. As a test, the strain equations were solved directly for 200 random crystals with $|\mathbf P|=1$ and coefficients of order one. The gains agreed with these formulas to rounding error.

**Q.** You compare directions at equal $|\mathbf P|$. The real phases have different polarizations. Does the sign of $\Delta^*$ still decide?

**A.** In this model it does. Suppose $\Delta^*>0$ and take any state with $x>0$ and $g>0$. Turning it to [100] at the same $x$ removes the positive term $\Delta^*gx^2$. Letting $x$ adjust afterwards can only lower the energy further. A polar ground state must therefore lie on [100]. For $\Delta^*<0$ the same argument leads to [111]. The direction [110] never wins here, and at $\Delta^*=0$ all directions are degenerate.

On a given direction let $\beta=B^*+\Delta^*g$. Then $f=ax+\beta x^2+cx^3$, and $df/dx=0$ gives

$$a+2\beta x+3cx^2=0,\qquad x=\frac{-\beta+\sqrt{\beta^2-3ac}}{3c}.$$

For $a<0$ this is the single positive root. If the sixth-order term is dropped, still with $a<0$, the energy is bounded only when $\beta>0$ in all directions, that is, when $B^*>0$ and $B^*+\Delta^*/3>0$. The minimum is then $-a^2/(4\beta)$, and the smaller $\beta$ again wins.

**Q.** So "Eg strain favours tetragonal order" is a bias and not a verdict. Is it ever large enough to overturn the clamped preference?

**A.** Take rough, round parameters in the regime of barium titanate near room temperature: $C_{11},C_{12},C_{44}=180,100,120$ GPa and $q_{11},q_{12},q_{44}=11.0,0.2,3.6$ GJ m/C². The clamped coefficients are $a=-0.030$ GJ m/C², $b_{11}=0.35$ and $b_{12}=0.50$ GJ m⁵/C⁴, and $c=4.0$ GJ m⁹/C⁶. In GJ m⁵/C⁴, the shifts are

$$\delta B_A=-\frac{(11.4)^2}{6\times380}=-0.057,\qquad \delta\Delta_E=\frac{(10.8)^2}{80}=1.458,$$

$$\delta B_E=-\frac{1.458}{3}=-0.486,\qquad \delta\Delta_T=-\frac{(3.6)^2}{240}=-0.054 .$$

The clamped anisotropy is $\Delta=0.50-0.70=-0.20$, which favours [111]. After full relaxation $\Delta^*=-0.20+1.458-0.054=1.204$, which favours [100]. Also $B^*=0.35-0.057-0.486=-0.193$. On [100],

$$x=\frac{0.193+\sqrt{0.193^2+0.36}}{12}=0.0686\ \mathrm{C^2/m^4},$$

so $|\mathbf P|=26.2$ µC/cm². Releasing one channel at a time, with $a$, $b_{11}$, $b_{12}$ and $c$ held fixed, gives:

| Released | Direction | $P$ (µC/cm²) | $f$ (MJ/m³) |
|---|---|---:|---:|
| none | [111] | 17.8 | −0.539 |
| volume | [111] | 18.6 | −0.601 |
| Eg | [100] | 25.0 | −1.430 |
| T2g | [111] | 18.0 | −0.557 |
| all | [100] | 26.2 | −1.675 |

Numerical minimization over polarization and allowed strains together gave the same directions, and energies within one part in $10^4$ of the formula. Eg strain alone reverses the choice. The T2g bias is real but small, because $q_{44}^2/(2C_{44})$ is small for these parameters.

**Q.** How much Eg coupling was needed?

**A.** Setting $\Delta^*=0$ gives

$$(q_{11}-q_{12})^2=(C_{11}-C_{12})\left[\frac{q_{44}^2}{2C_{44}}-\Delta\right]=80\,(0.054+0.20),$$

or $|q_{11}-q_{12}|=4.51$ GJ m/C². The example has 10.8. If the bracket were negative, the crystal would be tetragonal even without Eg coupling. The threshold was tested by full minimization with $q_{12}$ fixed: [111] won at 0.9 times the threshold and [100] at 1.1 times.

**Q.** What deformation would I see?

**A.** For $\mathbf P$ along axis 3, $\eta_1=\eta_2$. Then $e_\theta=2(\eta_3-\eta_1)/\sqrt6$ and $Q_\theta=2x/\sqrt6$. The equilibrium condition $e=F/K$ gives

$$\eta_3-\eta_1=\frac{q_{11}-q_{12}}{C_{11}-C_{12}}x=0.926\,\%,\qquad \sum_{i\le3}\eta_i=\frac{q_{11}+2q_{12}}{C_{11}+2C_{12}}x=0.206\,\% .$$

The second follows from $\sum\eta_i=\sqrt3e_A$. The strain along $\mathbf P$ is $(0.206+2\times0.926)/3=0.686\,\%$, and across it $(0.206-0.926)/3=-0.240\,\%$. The crystal mostly changes shape, and its volume changes little. Along [111], each product $P_iP_j$ with $i\ne j$ is $x/3$, so each engineering shear is $q_{44}x/(3C_{44})$. At the relaxed [111] polarization of 18.9 µC/cm² this is only 0.036 %.

**Q.** Back to volume strain. It raised $P$ from 17.8 to 18.6. Could that change the phase after all?

**A.** With an isotropic sixth-order term it cannot turn the polarization to another direction, since the sign of $\Delta^*$ decides that. (At small positive $a$ it can still make a nonpolar crystal polar, by lowering $B^*$.) With an anisotropic sixth-order term it can change the direction too. Add $-hxX$ to the energy. At fixed $x$ the anisotropic part becomes

$$(\Delta-hx)\,g\,x^2,$$

which changes sign at $x=\Delta/h$. Consider a dimensionless model with $a=-1$, $B=1.5$, $\Delta=0.1$, $c=1$ and $h=0.3$, so the switch is at $x=0.333$. When clamped, it has its minimum on [100] at $x=0.264$, below the switch.

Now release volume strain with $q_{11}=q_{12}=2$, $q_{44}=0$, $C_{11}=4$ and $C_{12}=1$. The Eg and T2g forces vanish, and $B$ drops by $6^2/(6\times6)=1$ to 0.5. The best state on [100] would have $-1+x+3x^2=0$, or $x=0.434$. This is above the switch, so turning it to [111] at fixed $x$ lowers the energy. Full minimization indeed finds [111], at $x=0.442$. Volume strain left $\Delta$ alone and still changed the phase, through the size of $\mathbf P$. The claim that it leaves anisotropy unchanged therefore concerns the quartic coefficient, or equally the energy difference between directions at fixed $|\mathbf P|$.

**Q.** What if I squeeze the crystal hydrostatically instead of leaving it free?

**A.** A pressure $p$ adds $p\sum\eta_i=\sqrt3\,p\,e_A$, so the volume force becomes $F-\sqrt3p$. In $-(F-\sqrt3p)^2/[2(C_{11}+2C_{12})]$ the cross term is

$$+\frac{\sqrt3\,pF}{C_{11}+2C_{12}}=p\,\frac{q_{11}+2q_{12}}{C_{11}+2C_{12}}\,x .$$

Pressure shifts $a$ and leaves both quartic coefficients as they were, within linear elasticity and linear coupling. For $q_{11}+2q_{12}>0$ it works against polarization.

**Q.** Does any of this describe actual barium titanate?

**A.** At room temperature the real crystal is tetragonal, with a polarization of roughly 25 µC/cm² and a tetragonal distortion of roughly 1 %. The parameters were chosen in that regime, so the agreement is no prediction. The clamped preference for [111] rests on the clamped quartic coefficients, which are rough inputs like the others. The shear coupling is on the low side: the real rhombohedral crystal has a shear of roughly 0.2 to 0.3 % at a polarization of roughly 33 µC/cm², well above the 18.9 of the model's [111] state. Put into the shear formula $q_{44}x/(3C_{44})$, these values point to a $q_{44}$ roughly two to three times as large. Doubling $q_{44}$ makes $\delta\Delta_T$ four times larger, $-0.216$ GJ m⁵/C⁴, and tripling it makes $\delta\Delta_T$ nine times larger, $-0.486$. With the other inputs unchanged, $\Delta^*$ is then 1.042 or 0.772, and [100] still wins. If instead $\Delta^*$ is held at 1.204, the clamped $\Delta$ comes out at $-0.04$ or $+0.23$. Even its sign is open, so the example does not settle which direction the real crystal would prefer when clamped. On cooling, the real crystal becomes orthorhombic and then rhombohedral. The present model cannot do this by changing $a$ alone, because $a$ does not enter $\Delta^*$. A device can break the stress-free assumption: a film bonded to a thick substrate has its in-plane strains held. Holding all six strains at zero would take the anisotropy from 1.204 to −0.20 GJ m⁵/C⁴ and $P$ from 26 to 18 µC/cm². These numbers do not bound what happens in a film. Its substrate can hold nonzero in-plane strains, which favour some directions already at second order in $P$, while its other strains remain free. A film therefore needs its own elimination.

**Q.** And the terms you left out?

**A.** Suppose $h=6.0$ GJ m⁹/C⁶, which halves the sixth-order coefficient on [111]. The relaxed [111] energy goes from −0.623 to −0.746 MJ/m³ and the [110] energy from −0.773 to −0.918. The [100] state stays at −1.675 and still wins. This margin belongs to the model and not to barium titanate. The real crystal turns orthorhombic near 280 K, only about 20 K below room temperature, so its [110] state lies just above [100]. A term $-hxX$ cannot produce that order, because it is linear in $g$ and never makes [110] the lowest. Other anisotropic terms of sixth or higher order are needed, and in the real crystal they are not small.

For nonlinear elasticity, take third-order moduli roughly ten times the second-order ones. A strain of 0.686 % then changes a modulus by about 7 %. The added energy is cubic in strain, hence of sixth order in $P$ at lowest order, so the quartic coefficient $\Delta^*$ itself stays as it was. At the polarization of the example, the effect can be gauged as an effective change of $\Delta^*$. If the difference $C_{11}-C_{12}$ changes by the same fraction, the effective Eg contribution changes by about 0.10 GJ m⁵/C⁴. If $C_{11}$ alone changes by 7 %, the difference changes by 16 % and the contribution by up to about 0.27. Both are well below 1.204.

Incomplete screening is far more dangerous to polarization normal to the electrodes. If a share $s$ of its bare depolarization energy $P^2/(2\varepsilon_0)$ survives, it cancels $a$ for that orientation at $s=2\varepsilon_0|a|=5.3\times10^{-4}$. Because $B^*<0$, a polarization of 18 µC/cm² is still left there, and the polar state rises above the nonpolar one only at $s\approx5.7\times10^{-4}$. In a wide plate, polarization parallel to the electrodes avoids this cost, so a crystal free to turn its polarization can escape into the plane.

Thermal fluctuations are also outside this mean-field energy. The gap between the [111] and [100] states is 0.42 meV per cell of edge 0.4 nm, against a thermal energy of 26 meV at 300 K. Roughly 60 cells must turn together before the gap equals the thermal energy. In real barium titanate at 300 K the gaps are smaller. Landau energies fitted to its phase transitions give roughly 0.2 meV to [111] and 0.07 meV to [110], which means a hundred to a few hundred cells. The coefficients must therefore be read as those of a coarse-grained polarization, not of a single cell.

**Q.** Could I use the same $B^*$ and $\Delta^*$ point by point inside a domain wall?

**A.** Not in general. The elimination treated six homogeneous strains as independent. Strains that vary in space derive from three displacement components and must fit together from point to point, so they cannot all take their local stress-free values. Inside a wall one keeps the clamped coefficients and solves for mechanical equilibrium along with the polarization. The starred coefficients belong to a uniform crystal that is free to change its shape.

## Calculated quantities

```
Inputs, rough barium titanate regime:
a = -0.030 GJ m/C^2
b11 = 0.35, b12 = 0.50 GJ m^5/C^4
c = 4.0 GJ m^9/C^6
C11, C12, C44 = 180, 100, 120 GPa
q11, q12, q44 = 11.0, 0.2, 3.6 GJ m/C^2
independent strain couplings by group average: 3
largest channel-gain error, 200 random crystals: 4e-15
Shifts of B and Delta (GJ m^5/C^4):
  volume: dB = -0.0570, dDelta = 0.0000
  Eg: dB = -0.4860, dDelta = 1.4580
  T2g: dB = 0.0000, dDelta = -0.0540
Released channel: B, Delta (GJ m^5/C^4), direction,
  P (uC/cm^2), energy (MJ/m^3)
  none: 0.3500, -0.2000, [111], 17.80, -0.539
  volume: 0.2930, -0.2000, [111], 18.60, -0.601
  Eg: -0.1360, 1.2580, [100], 25.02, -1.430
  T2g: 0.3500, -0.2540, [111], 18.04, -0.557
  all: -0.1930, 1.2040, [100], 26.19, -1.675
Fully relaxed crystal, P (uC/cm^2) and energy (MJ/m^3):
  [100]: 26.19, -1.675
  [110]: 20.45, -0.773
  [111]: 18.86, -0.623
[100] volume strain = 0.206 %
[100] eta3 - eta1 = 0.926 %
[100] strain along P = 0.686 %
[100] strain across P = -0.240 %
[111] engineering shear = 0.0356 %
threshold q11-q12 = 4.508 GJ m/C^2
example   q11-q12 = 10.800 GJ m/C^2
Dimensionless model with anisotropic sixth order:
  a=-1, b11=1.5, b12=3.1, c=1, h=0.3
  C11=4, C12=1, q11=q12=2, q44=0
  B: 1.50 -> 0.50, Delta = 0.10
  clamped: x = 0.264, g = 0.000
  volume free: x = 0.442, g = 0.333
  switching value Delta/h = 0.333
Neglected effects:
  sixth-order h = 6.0 GJ m^9/C^6, energies (MJ/m^3):
    [100]: -1.675
    [110]: -0.918
    [111]: -0.746
  third/second-order modulus ratio, rough: 10
  stiffness change by strain = 6.9 %
  resulting Delta change = 0.100 GJ m^5/C^4
  unscreened energy share that cancels a = 5.3e-04
  cell edge = 0.4 nm, temperature = 300 K
  [111]-[100] gap per cell = 0.420 meV
  thermal energy = 25.85 meV
  cells whose gap equals thermal energy = 62
```
